# Vapour pressure with a constant heat-capacity difference and its extrapolation: verification in Python

```python
"""
Result under test: vapour pressure with a constant heat-capacity difference,
  ln(p/p0) = (H0/R)(1/T0 - 1/T) + (C/R)[ln(T/T0) + T0/T - 1].
p0: pressure at T0; H0: molar enthalpy of vaporization at T0;
C: molar heat capacity of gas minus that of condensed phase; R: gas constant.
Also tested: the error of straight-line extrapolation in ln p against 1/T.
SI units inside; pressures of the example are printed in Torr.
The example is a model liquid with round parameters.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

R = const.R
TORR = const.torr
T0, p0, H0, C = 350.0, 1.0 * TORR, 65e3, -100.0
T1, T2 = 350.0, 400.0
T_cold, T_hot = 300.0, 450.0


def bracket(T, Tref=T0):
    return np.log(T / Tref) + Tref / T - 1


def log_ratio(T, h=H0, c=C, Tref=T0):
    """ln(p/p0) from the integrated formula."""
    return h / R * (1 / Tref - 1 / T) + c / R * bracket(T, Tref)


def enthalpy(T):
    return H0 + C * (T - T0)


def log_ratio_quad(T, cp_function, h=H0, Tref=T0):
    """ln(p/p0) by nested quadrature of the two differential relations."""
    def slope(s):
        return (h + quad(cp_function, Tref, s)[0]) / (R * s**2)
    return quad(slope, Tref, T, epsabs=1e-11)[0]


def chord(T, c=C):
    """Straight line in 1/T through the values at T1 and T2."""
    y1, y2 = log_ratio(T1, c=c), log_ratio(T2, c=c)
    return y1 + (y2 - y1) * (1 / T1 - 1 / T) / (1 / T1 - 1 / T2)


# Integrated formula against quadrature, for both signs of C
for c_test in (C, 60.0):
    for T in (T_cold, T2, T_hot):
        numeric = log_ratio_quad(T, lambda s: c_test)
        assert abs(numeric - log_ratio(T, c=c_test)) < 1e-8

# Expansion of the bracket in u = ln(T/T0), and its sign
u = sp.symbols("u")
temperature_ratio = sp.exp(u)
expansion = sp.series(u + 1 / temperature_ratio - 1, u, 0, 4).removeO()
assert sp.expand(expansion - (u**2 / 2 - u**3 / 6)) == 0
grid = np.linspace(200, 700, 1000)
assert np.all(bracket(grid) > 0)

# Chord: apparent enthalpy, closed error, remainder form, and signs
T_star = T1 * T2 * np.log(T2 / T1) / (T2 - T1)
H_chord = R * (log_ratio(T2) - log_ratio(T1)) / (1 / T1 - 1 / T2)
assert abs(H_chord - enthalpy(T_star)) < 1e-5
tau = {}
for T in (T_cold, T_hot):
    error = chord(T) - log_ratio(T)
    closed = C / R * (np.log(T1 / T) + T_star * (1 / T1 - 1 / T))
    assert abs(error - closed) < 1e-10
    product = (1 / T - 1 / T1) * (1 / T - 1 / T2)
    tau[T] = np.sqrt(error / (-C / (2 * R) * product))
    assert min(T, T1) < tau[T] < max(T, T2)
outside = np.r_[np.linspace(250, 349, 50), np.linspace(401, 600, 50)]
inside = np.linspace(351, 399, 49)
for c_test in (C, 60.0):
    sign = -np.sign(c_test)
    assert np.all(sign * (chord(outside, c_test)
                          - log_ratio(outside, c=c_test)) > 0)
    assert np.all(sign * (chord(inside, c_test)
                          - log_ratio(inside, c=c_test)) < 0)

# Microscopic road: monatomic gas over an Einstein solid, nearly classical
mass, theta, binding = 100 * const.atomic_mass, 20.0, 150e3


def log_p_solid(T):
    wavelength = const.h / np.sqrt(2 * np.pi * mass * const.k * T)
    return (np.log(const.k * T / wavelength**3) - binding / (R * T)
            + 3 * np.log(2 * np.sinh(theta / (2 * T))))


Ta, Tb = 600.0, 1000.0
H_solid = binding + 2.5 * R * Ta - 1.5 * R * theta / np.tanh(theta / (2 * Ta))
micro = log_p_solid(Tb) - log_p_solid(Ta)
macro = log_ratio(Tb, H_solid, -R / 2, Ta)
micro_straight = log_ratio(Tb, H_solid, 0.0, Ta)
# the allowance covers the small quantum part of the solid's heat capacity
assert abs(micro - macro) < 1e-4
assert abs(micro - micro_straight) > 0.03

# Spurious maximum of the formula
T_max = T0 - H0 / C
found = minimize_scalar(lambda T: -log_ratio(T), bounds=(500, 2000),
                        method="bounded", options={"xatol": 1e-6})
assert abs(found.x - T_max) < 0.05

# Straight-line and curved fits to eleven points with 1 % random error
T_data = np.linspace(T1, T2, 11)
noise = 0.01


def design(T, curved):
    T = np.atleast_1d(T)
    columns = [np.ones_like(T), 1 - T0 / T]
    if curved:
        columns.append(bracket(T))
    return np.array(columns).T


weights_line = (design(T_cold, False) @ np.linalg.pinv(design(T_data, False)))[0]
inverse_curved = np.linalg.pinv(design(T_data, True))
weights_curved = (design(T_cold, True) @ inverse_curved)[0]
sd_line = noise * np.linalg.norm(weights_line)
sd_curved = noise * np.linalg.norm(weights_curved)
sd_C = R * noise * np.linalg.norm(inverse_curved[2])
fit_ratio = np.exp(weights_line @ log_ratio(T_data) - log_ratio(T_cold))
assert fit_ratio > 1
rng = np.random.default_rng(3)
samples = log_ratio(T_data)[:, None] + noise * rng.standard_normal((11, 20000))
fits = np.linalg.lstsq(design(T_data, True), samples, rcond=None)[0]
assert abs(np.std(R * fits[2]) / sd_C - 1) < 0.03
assert abs(np.std(design(T_cold, True) @ fits) / sd_curved - 1) < 0.03
known = samples - (C / R * bracket(T_data))[:, None]
fits_line = np.linalg.lstsq(design(T_data, False), known, rcond=None)[0]
assert abs(np.std(design(T_cold, False) @ fits_line) / sd_line - 1) < 0.03
assert sd_curved > 2 * sd_line

# Bubbler delivery: saturated carrier leaves at the total pressure
p_total = 100 * TORR
carrier = 100e-6 * const.atm / (R * 273.15)  # mol/min for 100 sccm


def delivered(p):
    return carrier * p / (p_total - p)


p_cold = p0 * np.exp(log_ratio(T_cold))
p_cold_chord = p0 * np.exp(chord(T_cold))
balance = brentq(lambda f: f / (f + carrier) * p_total - p_cold,
                 0, carrier, xtol=1e-16)
assert abs(balance / delivered(p_cold) - 1) < 1e-6
T_restore = brentq(lambda T: log_ratio(T) - chord(T_cold), 300, 320)

# Neglected: second virial coefficient and liquid volume, full Clapeyron ODE
B_gas, v_liquid = -3000e-6, 300e-6
w = B_gas - v_liquid


def clapeyron(T, y):
    p = np.exp(y[0])
    return [(enthalpy(T) + w * p) / (T * (R * T / p + w)) / p]


nonideal = {}
for T in (T_cold, T_hot):
    run = solve_ivp(clapeyron, (T0, T), [np.log(p0)], rtol=1e-10, atol=1e-12)
    nonideal[T] = run.y[0, -1] - np.log(p0) - log_ratio(T)
    p = p0 * np.exp(log_ratio(T))
    assert abs(nonideal[T] + w / R * (p / T - p0 / T0)) < 5e-4

# Neglected: carrier pressure on the liquid and carrier-vapour attraction
B_cross = -100e-6
carrier_effect = (v_liquid - 2 * B_cross) * p_total / (R * T_cold)

# Neglected: linear drift of C with temperature
drift = 0.2
drift_effect = {T: log_ratio_quad(T, lambda s: C + drift * (s - T0))
                - log_ratio(T) for T in (T_cold, T_hot)}

# Neglected: freezing above the canister temperature
T_melt, H_fusion = 310.0, 15e3
freeze = -H_fusion / R * (1 / T_cold - 1 / T_melt)
solid_branch = log_ratio(T_melt) + quad(
    lambda s: (enthalpy(s) + H_fusion) / (R * s**2), T_melt, T_cold)[0]
assert abs(solid_branch - log_ratio(T_cold) - freeze) < 1e-8

# Neglected: temperature error and evaporative cooling
sensitivity = enthalpy(T_cold) / (R * T_cold**2)
central = (log_ratio(T_cold + 0.01) - log_ratio(T_cold - 0.01)) / 0.02
assert abs(central - sensitivity) < 1e-7
cooling_power = delivered(p_cold) / 60 * enthalpy(T_cold)
conductance = 0.1
cooling = cooling_power / conductance

# Neglected: incomplete saturation of a spherical bubble by diffusion
diffusivity, radius, rise_time = 0.3e-4, 2e-3, 0.2
fourier = diffusivity * rise_time / radius**2
deficit = 6 / np.pi**2 * np.exp(-np.pi**2 * fourier)
n = 200
r = np.arange(1, n) / n
laplace = n**2 * (np.diag(-2 * np.ones(n - 1)) + np.diag(np.ones(n - 2), 1)
                  + np.diag(np.ones(n - 2), -1))
values, vectors = np.linalg.eigh(laplace)
field = vectors @ (np.exp(values * fourier) * (vectors.T @ r))
assert abs(3 * np.sum(r * field) / n / deficit - 1) < 2e-3

# Neglected: first-order decomposition, one mole of gas per mole lost
prefactor, barrier = 1e13, 150e3


def rate(T):
    return prefactor * np.exp(-barrier / (R * T))


sample, headspace, hold = 1e-3, 100e-6, 600.0
p_gas = sample * (1 - np.exp(-rate(T2) * hold)) * R * T2 / headspace
p_two = p0 * np.exp(log_ratio(T2))
weight_two = (1 / T1 - 1 / T_cold) / (1 / T1 - 1 / T2)
decomposition_effect = weight_two * np.log1p(p_gas / p_two)
loss_second = -np.expm1(-rate(T_hot))
loss_hour = -np.expm1(-rate(T_hot) * 3600)


def percent(log_shift):
    return 100 * np.expm1(log_shift)


print(f"Model: T0 = {T0:.0f} K, p0 = {p0/TORR:.1f} Torr")
print(f"Model: H0 = {H0/1e3:.1f} kJ/mol, C = {C:.0f} J/(mol K)")
print(f"C/R = {C/R:.3f}; measured range {T1:.0f} to {T2:.0f} K")
print(f"Pressure at {T2:.0f} K = {p_two/TORR:.3f} Torr")
for T in (T_cold, T_hot):
    straight = log_ratio(T, c=0.0)
    print(f"At {T:.0f} K: enthalpy = {enthalpy(T)/1e3:.1f} kJ/mol")
    print(f"  bracket = {bracket(T):.5f}, u^2/2 = {np.log(T/T0)**2/2:.5f}")
    print(f"  enthalpy term = {straight:.4f}, C term = {C/R*bracket(T):.4f}")
    print(f"  ln(p/p0): formula {log_ratio(T):.4f}, chord {chord(T):.4f}")
    print(f"  p formula = {np.exp(log_ratio(T)):.5g} Torr")
    print(f"  p tangent = {np.exp(straight):.5g} Torr")
    print(f"  p chord = {np.exp(chord(T)):.5g} Torr")
    print(f"  tangent/formula = {np.exp(straight-log_ratio(T)):.3f}")
    print(f"  chord/formula = {np.exp(chord(T)-log_ratio(T)):.3f}")
    print(f"  remainder temperature tau = {tau[T]:.1f} K")
print(f"Chord: T* = {T_star:.2f} K, enthalpy = {H_chord/1e3:.2f} kJ/mol")
print(f"Spurious pressure maximum at {T_max:.0f} K")
print(f"Einstein solid: theta {theta:.0f} K, binding {binding/1e3:.0f} kJ/mol")
print(f"  mass {mass/const.atomic_mass:.0f} u, from {Ta:.0f} to {Tb:.0f} K")
print(f"  ln pressure ratio: partition functions {micro:.5f}")
print(f"  formula {macro:.5f}, without C term {micro_straight:.5f}")
print(f"Fit: {len(T_data)} points, random error {100*noise:.0f} % each")
print(f"  straight fit/formula at {T_cold:.0f} K = {fit_ratio:.3f}")
print(f"  standard error of fitted C = {sd_C:.1f} J/(mol K)")
print(f"  error of ln p at {T_cold:.0f} K: C known {sd_line:.4f}")
print(f"  error of ln p at {T_cold:.0f} K: C fitted {sd_curved:.4f}")
print(f"Carrier 100 sccm = {carrier*1e3:.4f} mmol/min, "
      f"total {p_total/TORR:.0f} Torr")
print(f"Delivery at {T_cold:.0f} K: formula {delivered(p_cold)*1e6:.3f} umol/min")
print(f"  by chord {delivered(p_cold_chord)*1e6:.3f} umol/min")
print(f"  canister temperature restoring chord value = {T_restore:.2f} K")
print("Neglected effects on pressure, from rough inputs:")
print(f"  B = {B_gas*1e6:.0f}, liquid volume = {v_liquid*1e6:.0f} cm3/mol:")
print(f"    {percent(nonideal[T_cold]):.3f} % at {T_cold:.0f} K, "
      f"{percent(nonideal[T_hot]):.2f} % at {T_hot:.0f} K")
print(f"  carrier, cross B {B_cross*1e6:.0f} cm3/mol: "
      f"{percent(carrier_effect):.2f} %")
print(f"  C drift {drift:.1f} J/(mol K2): {percent(drift_effect[T_cold]):.2f} % "
      f"at {T_cold:.0f} K, {percent(drift_effect[T_hot]):.2f} % at {T_hot:.0f} K")
print(f"  freezing at {T_melt:.0f} K, {H_fusion/1e3:.0f} kJ/mol: "
      f"{percent(freeze):.1f} %")
print(f"  temperature error of 1 K at {T_cold:.0f} K: {100*sensitivity:.1f} %")
print(f"  cooling {cooling_power*1e3:.2f} mW over {conductance:.1f} W/K: "
      f"{cooling:.4f} K, {percent(-sensitivity*cooling):.2f} %")
print(f"  bubble radius {radius*1e3:.0f} mm, D {diffusivity*1e4:.1f} cm2/s, "
      f"{rise_time:.1f} s: deficit {deficit:.1e}")
print(f"  decay: prefactor {prefactor:.0e} 1/s, barrier {barrier/1e3:.0f} kJ/mol")
print(f"    {sample*1e3:.0f} mmol, {headspace*1e6:.0f} cm3, {hold:.0f} s "
      f"at {T2:.0f} K: {p_gas/TORR:.4f} Torr of gas")
print(f"    shift of chord at {T_cold:.0f} K: {percent(decomposition_effect):.2f} %")
print(f"    loss at {T_hot:.0f} K: {100*loss_second:.4f} % in 1 s, "
      f"{100*loss_hour:.1f} % in 1 h")
print("checks complete")
```

Output:

```
Model: T0 = 350 K, p0 = 1.0 Torr
Model: H0 = 65.0 kJ/mol, C = -100 J/(mol K)
C/R = -12.027; measured range 350 to 400 K
Pressure at 400 K = 14.723 Torr
At 300 K: enthalpy = 70.0 kJ/mol
  bracket = 0.01252, u^2/2 = 0.01188
  enthalpy term = -3.7227, C term = -0.1505
  ln(p/p0): formula -3.8732, chord -3.5859
  p formula = 0.020791 Torr
  p tangent = 0.024168 Torr
  p chord = 0.027712 Torr
  tangent/formula = 1.162
  chord/formula = 1.333
  remainder temperature tau = 347.0 K
At 450 K: enthalpy = 55.0 kJ/mol
  bracket = 0.02909, u^2/2 = 0.03158
  enthalpy term = 4.9636, C term = -0.3499
  ln(p/p0): formula 4.6137, chord 4.7812
  p formula = 100.86 Torr
  p tangent = 143.11 Torr
  p chord = 119.25 Torr
  tangent/formula = 1.419
  chord/formula = 1.182
  remainder temperature tau = 397.4 K
Chord: T* = 373.89 K, enthalpy = 62.61 kJ/mol
Spurious pressure maximum at 1000 K
Einstein solid: theta 20 K, binding 150 kJ/mol
  mass 100 u, from 600 to 1000 K
  ln pressure ratio: partition functions 11.77173
  formula 11.77171, without C term 11.82712
Fit: 11 points, random error 1 % each
  straight fit/formula at 300 K = 1.355
  standard error of fitted C = 31.8 J/(mol K)
  error of ln p at 300 K: C known 0.0179
  error of ln p at 300 K: C fitted 0.0984
Carrier 100 sccm = 4.4615 mmol/min, total 100 Torr
Delivery at 300 K: formula 0.928 umol/min
  by chord 1.237 umol/min
  canister temperature restoring chord value = 303.11 K
Neglected effects on pressure, from rough inputs:
  B = -3000, liquid volume = 300 cm3/mol:
    -0.015 % at 300 K, 1.19 % at 450 K
  carrier, cross B -100 cm3/mol: 0.27 %
  C drift 0.2 J/(mol K2): -0.51 % at 300 K, 2.26 % at 450 K
  freezing at 310 K, 15 kJ/mol: -17.6 %
  temperature error of 1 K at 300 K: 9.4 %
  cooling 1.08 mW over 0.1 W/K: 0.0108 K, -0.10 %
  bubble radius 2 mm, D 0.3 cm2/s, 0.2 s: deficit 2.3e-07
  decay: prefactor 1e+13 1/s, barrier 150 kJ/mol
    1 mmol, 100 cm3, 600 s at 400 K: 0.0387 Torr of gas
    shift of chord at 300 K: -0.35 %
    loss at 450 K: 0.0039 % in 1 s, 13.0 % in 1 h
checks complete
```
